# The neutral-sphere estimate of Madelung energies and its first correction

## Result

Identical point charges \(q\) sit on a lattice in a uniform background that makes the whole neutral. Each charge has a volume \(V=L^3=\tfrac{4\pi}{3}r_s^3\). The energy per charge is

\[
E=-\frac{9}{10}\frac{q^2}{r_s}+U+W,\qquad U>0,\quad W\ge 0 .
\]

The first term comes from replacing the Wigner-Seitz cell by a neutral sphere of radius \(r_s\). The correction \(U+W\) is 0.45 to 0.46 percent of that term for the bcc, fcc and ideal hcp lattices, which are the compact lattices meant here. It is 2.2 percent for the simple cubic (sc) lattice and 7.2 percent for the diamond structure, so closeness to the sphere value is not a property of every lattice.

Gaussian units are used; in SI, \(q^2\) becomes \(q^2/4\pi\varepsilon_0\). The infinite self-energy of a point charge is left out, and the potential is periodic, with no macroscopic field. The Madelung constant \(\alpha\) is defined by \(E=-\alpha q^2/(2L)\).

## Leading term: one neutral sphere

Let the background charge \(-q\) fill a sphere of radius \(r_s\) around the point charge, with number density \(n=1/V=3/(4\pi r_s^3)\). The attraction between the two is

\[
-q^2n\int_0^{r_s}\frac{4\pi r^2}{r}\,dr=-q^2\,\frac{3}{4\pi r_s^3}\,2\pi r_s^2=-\frac32\frac{q^2}{r_s}.
\]

To find the background's self-repulsion, build it up shell by shell. The charge already inside radius \(r\) has magnitude \(Q=q r^3/r_s^3\), and the next shell adds \(dQ=3q r^2dr/r_s^3\):

\[
\int\frac{Q\,dQ}{r}=\frac{3q^2}{r_s^6}\int_0^{r_s}r^4\,dr=\frac35\frac{q^2}{r_s}.
\]

The sum is \(-\tfrac32+\tfrac35=-\tfrac9{10}\) in units of \(q^2/r_s\). By Gauss's law a neutral sphere has no field outside, so separate spheres would not interact and this would be the whole energy. Since \(L/r_s=(4\pi/3)^{1/3}=1.61199\),

\[
\alpha_{\rm sphere}=2\cdot\frac{9}{10}\cdot\frac{L}{r_s}=1.8\times1.61199=2.9016 .
\]

The same energy follows from the potential at the charge, provided its zero is chosen properly. Inside the sphere, with zero potential outside,

\[
\phi(r)=q\left(\frac1r-\frac{3}{2r_s}+\frac{r^2}{2r_s^3}\right).
\]

Its volume integral is

\[
\int\phi\,d^3r=4\pi q\,r_s^2\left(\frac12-\frac12+\frac1{10}\right)=\frac{2\pi}{5}q\,r_s^2, \tag{1}
\]

so its mean is \(n\cdot\tfrac{2\pi}{5}qr_s^2=0.3\,q/r_s\). The background contributes \(-1.5\,q/r_s\) at the centre. Measured from the mean, the site potential is \(-1.8\,q/r_s\). With a zero-mean potential the uniform background adds nothing to \(\tfrac12\int\rho\phi\), and the energy is \(\tfrac12q(-1.8\,q/r_s)=-0.9\,q^2/r_s\), as before.

## What the sphere leaves out

Spheres of volume \(V\) centred on the lattice sites cannot tile space. Neighbours overlap in lenses, and gaps remain elsewhere. To account for this, compare each point charge with a uniform ball of the same charge and radius \(r_s\). For unit charges at distance \(r\), write

\[
\frac1r=v_b(r)+w(r),
\]

where \(v_b\) is the ball-ball repulsion and \(w\) is the point-point repulsion minus the ball-ball one. Outside each other, balls act as points, so \(w=0\) for \(r\ge2r_s\).

The energy is linear in the pair interaction, so the two parts can be treated separately. For a lattice with one charge per cell and lattice vectors \(\mathbf R\), the short-range part gives

\[
\frac{E_w}{q^2}=\frac12\sum_{\mathbf R\ne0}w(R)-n\!\int\! w\,d^3r+\frac n2\!\int\! w\,d^3r
=\frac12\sum_{\mathbf R\ne0}w(R)-\frac n2\!\int\! w\,d^3r .
\]

The three terms are charge-charge, charge-background and background-background. The remaining sum defines \(W=\tfrac{q^2}{2}\sum_{\mathbf R\neq0}w(R)\).

The integral of \(w\) follows from (1). Smearing the first of two unit points into a ball lowers the integrated interaction by \(2\pi r_s^2/5\). Smearing the second lowers it by the same amount, because averaging over a normalised ball does not change a volume integral. Therefore

\[
\frac n2\int w\,d^3r=\frac12\cdot\frac{3}{4\pi r_s^3}\cdot\frac{4\pi r_s^2}{5}=\frac{3}{10\,r_s}.
\]

In the part with \(v_b\), add and subtract the term \(\mathbf R=0\). The subtracted term is the self-energy of one ball, \(\tfrac12v_b(0)=\tfrac{3}{5r_s}\), by the same build-up integral as above. With that term included, the rest is the full electrostatic energy \(U\) of the balls plus the background; smearing leaves a uniform background uniform. Collecting the pieces,

\[
E=-\frac35\frac{q^2}{r_s}-\frac3{10}\frac{q^2}{r_s}+U+W=-\frac9{10}\frac{q^2}{r_s}+U+W .
\]

Nothing has been neglected. With several charges per cell, the sums over neighbours are averaged over the charges.

### The field energy \(U\)

The charge density behind \(U\) is \(\sigma=nq(c-1)\), where \(c(\mathbf r)\) is the number of balls covering the point \(\mathbf r\). It vanishes wherever one ball covers the point, so it lives in the gaps and lenses. A field energy is never negative, and it is zero only if \(\sigma\) vanishes everywhere, which would require the balls to tile space. Hence \(U>0\).

For one charge per cell, the Fourier coefficients at reciprocal vectors \(\mathbf G\ne0\) are \(\sigma_{\mathbf G}=(q/V)f(Gr_s)\), with

\[
f(x)=\frac{3}{r_s^3}\int_0^{r_s}r^2\,\frac{\sin Gr}{Gr}\,dr=\frac{3(\sin x-x\cos x)}{x^3},\qquad x=Gr_s .
\]

Poisson's equation gives \(\phi_{\mathbf G}=4\pi\sigma_{\mathbf G}/G^2\), so

\[
U=\frac V2\sum_{\mathbf G\ne0}\frac{4\pi|\sigma_{\mathbf G}|^2}{G^2}=\frac{2\pi q^2}{V}\sum_{\mathbf G\ne0}\frac{f(Gr_s)^2}{G^2}.
\]

For \(N\) charges per cell, with \(V\) still the volume per charge, each term is multiplied by \(|S_{\mathbf G}|^2/N^2\), where \(S_{\mathbf G}\) is the sum of \(e^{i\mathbf G\cdot\mathbf t}\) over the basis positions \(\mathbf t\).

### The overlap term \(W\)

Let \(s=r/r_s\) and \(w=D(s)/r_s\). The lens shared by two balls consists of two equal caps. As a fraction of the ball volume it is

\[
\ell(s)=\frac{2\pi}{4\pi/3}\int_{s/2}^{1}(1-t^2)\,dt=1-\frac{3s}{4}+\frac{s^3}{16}=\frac{(2-s)^2(s+4)}{16}.
\]

For \(r>0\), \(\nabla^2(1/r)=0\). The Laplacian of \(v_b\) is \(-4\pi\) times the overlap integral of two densities \(n\), which is \(n^2\ell V=n\ell\). Thus \(\nabla^2w=4\pi n\ell\), or

\[
(sD)''=3s\,\ell(s)=3s-\frac94s^2+\frac3{16}s^4 .
\]

Both \(D\) and \(D'\) vanish at \(s=2\), where the balls just touch. The first integration gives \((sD)'=\tfrac32s^2-\tfrac34s^3+\tfrac{3}{80}s^5-\tfrac65\), the constant being fixed by \(6-6+\tfrac65-\tfrac65=0\). The second gives

\[
sD=1-\frac65s+\frac12s^3-\frac3{16}s^4+\frac{s^6}{160},
\]

where the constant 1 follows from \(1-\tfrac{12}{5}+4-3+\tfrac25=0\). Since \((2-s)^4=s^4-8s^3+24s^2-32s+16\), multiplying out confirms the factored form

\[
D(s)=\frac{(2-s)^4(s^2+8s+10)}{160\,s}.
\]

This is positive for \(0<s<2\), so \(W\ge0\). Together with \(U>0\) it makes the sphere value a strict lower bound, \(E>-0.9\,q^2/r_s\).

## Why the correction is small for compact lattices

The useful small quantity is the gap fraction \(\eta\), the part of space covered by no ball. The mean coverage is one, because each ball has volume \(V\). If no point is covered three times, the gaps must have the same total volume as the lenses. With \(z\) neighbours at the single overlapping distance \(d=s\,r_s\), there are \(z/2\) lenses per charge, and

\[
\eta=\frac z2\,\ell(s).
\]

Random sampling in the numerical check found no triple coverage in the five structures and agreed with this formula.

In fcc, \(s=1.8094\) is close to the touching value 2. Since \(\ell\) vanishes as \((2-s)^2\), twelve neighbours together produce a gap fraction of only 7.9 percent. In sc, \(s=1.6120\), and six neighbours produce 15.8 percent.

The energy is smaller still, because it is of second order in this misplaced charge. For thin lenses, put \(\delta=2-s\). Then \(\ell\simeq\tfrac38\delta^2\) and \(D\simeq\tfrac{30}{320}\delta^4=\tfrac{3}{32}\delta^4\), so \(D\simeq\tfrac23\ell^2\). With \(\ell=2\eta/z\),

\[
W\simeq\frac z2\cdot\frac23\left(\frac{2\eta}{z}\right)^2\frac{q^2}{r_s}=\frac{4\eta^2}{3z}\frac{q^2}{r_s}.
\]

For bcc this gives \(4(0.0837)^2/24=0.0012\), against the full value 0.0013.

The energy \(U\) is quadratic in \(\sigma\). Per lattice charge, the gaps hold a charge \(-\eta q\) and the lenses \(+\eta q\). If the sizes and separations of these regions are comparable with \(r_s\), then \(U\) is of order \(\eta^2q^2/r_s\). This is an estimate of size, so the coefficient must be computed:

\[
U+W=C\,\eta^2\,\frac{q^2}{r_s},\qquad C=0.58\ (\text{bcc}),\ 0.66\ (\text{fcc, hcp}),\ 0.79\ (\text{sc}),\ 1.07\ (\text{diamond}).
\]

With \(\eta\approx0.08\) and \(C\approx0.6\), the correction is about \(0.004\,q^2/r_s\), or a little under half a percent of 0.9. The coefficient depends on the structure, and \(\eta\) cannot be taken to zero, since balls do not tile space. The estimate therefore orders small terms; it is not a limit that a lattice can reach.

| Lattice | \(\eta\) (%) | \(U\) | \(W\) | \(\alpha\) |
|---|---:|---:|---:|---:|
| bcc | 8.37 | 0.00277 | 0.00131 | 2.8885 |
| fcc | 7.91 | 0.00337 | 0.00076 | 2.8883 |
| hcp | 7.91 | 0.00340 | 0.00076 | 2.8882 |
| sc | 15.84 | 0.01322 | 0.00672 | 2.8373 |
| diamond | 24.60 | 0.03703 | 0.02754 | 2.6934 |

Here \(U\) and \(W\) are in \(q^2/r_s\). Independent Ewald energies agree with \(-0.9+U+W\) to within \(2\times10^{-6}\) in these units for all five structures.

The gap fraction does not settle the order of bcc and fcc: bcc has the larger gaps but the slightly lower energy. Its larger \(W\) is outweighed by a smaller \(U\), and the reciprocal sum shows where that comes from. The form factor \(f\) first vanishes at \(x=4.4934\). The shortest reciprocal vectors have \(x=4.3751\) in bcc, \(4.2530\) in fcc and \(3.8978\) in sc. Their contributions to \(U\) are 0.0003, 0.0010 and 0.0070. Thus the near-zero of \(f\) suppresses the first shell in bcc and fcc, and more strongly in bcc, whose \(x\) lies closer to the zero. It is not the whole explanation of the sc result, whose \(W\) and higher shells are also larger.

The sphere estimate fails badly when charges crowd together along one direction at fixed \(V\). As \(s\to0\), \(D(s)\to1/s\), so \(W\) grows without bound while the sphere term stays fixed. A flat supercell, short along one axis, is of this kind, and \(U\) grows there as well: a simple tetragonal cell with \(c/a=0.1\) has \(W=2.26\) and \(U=1.16\) in units of \(q^2/r_s\). A needle-shaped cell also fails, but mainly through \(U\). Its charges form dense, widely spaced planes, so the balls pile up on the planes and leave wide gaps between them; at \(c/a=10\), \(U=4.41\) and \(W=0.88\).

## Worked example: a charge in a periodic box

Take a model charge \(q=+e\) in vacuum with \(V=1000\) Å\(^3\), so \(L=10\) Å and \(r_s=10/1.61199=6.2035\) Å. With \(e^2/4\pi\varepsilon_0=14.39965\) eV Å, the energy unit is

\[
\frac{e^2}{4\pi\varepsilon_0r_s}=\frac{14.39965}{6.2035}\ \text{eV}=2.3212\ \text{eV},
\]

and the sphere estimate is \(-0.9\times2.3212=-2.0891\) eV.

For an fcc arrangement, \(U+W=0.003367+0.000759=0.004126\), which raises the energy by \(0.004126\times2.3212=0.0096\) eV to \(-2.0795\) eV. For a simple cubic box, \(U+W=0.013219+0.006721=0.019940\). The rise is \(0.0463\) eV, and the energy is \(-2.0428\) eV.

An isolated point charge has zero energy in this convention, so these values are entirely due to the periodic images and the background. The sphere estimate gives that finite-size energy to about 10 meV for the compact arrangements at this volume. For the simple cubic box it errs by 46 meV, and where that matters \(\alpha=2.8373\) should replace 2.9016.

## Computed values

```
Reduced energies are in q^2/r_s
sphere: attraction -1.5000, repulsion 0.6000
sphere: total energy -0.9000
sphere: L/r_s 1.61199, alpha 2.90159
sphere: mean potential 0.3000 q/r_s
sphere: zero-mean site potential -1.8000 q/r_s
bcc: energy -0.895929, alpha 2.88846
  sphere too low by 0.452 % of its value
  neighbours z 8, d/r_s 1.7589
  gap fraction 8.37 %
  U 0.002765, W 0.001305
  (U+W)/gap^2 0.581
fcc: energy -0.895874, alpha 2.88828
  sphere too low by 0.458 % of its value
  neighbours z 12, d/r_s 1.8094
  gap fraction 7.91 %
  U 0.003367, W 0.000759
  (U+W)/gap^2 0.659
hcp: energy -0.895838, alpha 2.88817
  sphere too low by 0.462 % of its value
  neighbours z 12, d/r_s 1.8094
  gap fraction 7.91 %
  U 0.003403, W 0.000759
  (U+W)/gap^2 0.664
sc: energy -0.880059, alpha 2.83730
  sphere too low by 2.216 % of its value
  neighbours z 6, d/r_s 1.6120
  gap fraction 15.84 %
  U 0.013219, W 0.006721
  (U+W)/gap^2 0.795
diamond: energy -0.835426, alpha 2.69340
  sphere too low by 7.175 % of its value
  neighbours z 4, d/r_s 1.3960
  gap fraction 24.60 %
  U 0.037030, W 0.027544
  (U+W)/gap^2 1.067
first zero of ball form factor: x = 4.4934
bcc: first G r_s 4.3751, shell part of U 0.000307
fcc: first G r_s 4.2530, shell part of U 0.000988
sc: first G r_s 3.8978, shell part of U 0.007023
sc alpha from direct cube sum: 2.83730
example: q = +e, L = 10.0 angstrom
example: r_s = 6.2035 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
example sphere: -2.0891 eV
example bcc: -2.0796 eV, above sphere by 0.0094 eV
example fcc: -2.0795 eV, above sphere by 0.0096 eV
example hcp: -2.0794 eV, above sphere by 0.0097 eV
example sc: -2.0428 eV, above sphere by 0.0463 eV
example diamond: -1.9392 eV, above sphere by 0.1499 eV
```
